# Equilibrium vacancies in a disordered alloy: averaging over local environments

A crystalline alloy contains \(n\) atomic species on a lattice whose sites are all equivalent by translation. The pressure is zero, and sites can be created and removed at sources such as surfaces and dislocations. The atoms exchange places often enough to be in configurational equilibrium. Vacancies are so dilute that they do not interact and do not shift the chemical potentials of the atoms.

The energy \(E\) of an arrangement is its relaxed energy. Vibrations can be included by replacing \(E\) with the vibrational free energy at fixed site occupation. The algebra is in atomic units, with \(\beta=1/(k_BT)\); numbers are in eV.

## (a) From vacancy number to a partition-function ratio

**Question.** A crystal holds fixed numbers \(N_\alpha\) of each species, \(N=\sum_\alpha N_\alpha\). How does its equilibrium vacancy fraction follow from partition functions with no vacancy and with one?

**Solution.** Let \(Z_0\) be the sum of \(e^{-\beta E}\) over all arrangements of the atoms on \(N\) sites. Let \(Z_1\) be the sum over arrangements of the same atoms on \(N+1\) sites, with one named site vacant. Define \(g\) by

\[
e^{-\beta g}=\frac{Z_1}{Z_0}.
\]

This is the free energy of forming a vacancy at a given site, without the entropy of choosing the site.

With \(m\) non-interacting vacancies, each contributes a factor \(e^{-\beta g}\), and their positions can be chosen in \((N+m)!/(N!\,m!)\) ways. Hence

\[
F(m)=F_0+mg-k_BT\ln\frac{(N+m)!}{N!\,m!}.
\]

By Stirling's formula the logarithm is \((N+m)\ln(N+m)-N\ln N-m\ln m\), whose derivative with respect to \(m\) is \(\ln[(N+m)/m]\). At zero pressure a new site carries no further cost, so the minimum is at

\[
g=k_BT\ln\frac{N+m}{m},\qquad x_V=\frac{m}{N+m}=e^{-\beta g}=\frac{Z_1}{Z_0}.
\]

Interactions between vacancies would add relative corrections proportional to \(x_V\). If two vacancies bind with energy \(b\), the coefficient is about \(ze^{\beta b}\), with \(z\) the number of neighbouring sites, and can be large, so neglecting pairs requires \(z\,x_Ve^{\beta b}\ll1\), not only a small \(x_V\). A second correction of relative order \(x_V\) needs no binding. Vacancies prefer one species as neighbours, and at fixed composition this shifts the differences between the chemical potentials of the atoms. Its coefficient is large when a small change of composition moves these differences strongly, as in an ordered alloy near stoichiometry.

## (b) An average over the vacancy-free alloy

**Question.** Supercell calculations give the energy change when an atom is removed from a particular environment. Express \(x_V\) through such energies.

**Solution.** Let \(s\) denote the arrangement on all sites except the named one. Then

\[
Z_1=\sum_s e^{-\beta E(V,s)}
=\sum_s e^{-\beta E(\alpha,s)}\,e^{-\beta[E(V,s)-E(\alpha,s)]}.
\]

The second form fills the vacant site with an atom of species \(\alpha\). The states \((\alpha,s)\) are the vacancy-free arrangements with \(N_\alpha+1\) atoms of that species, restricted to those with \(\alpha\) on the named site. Since all sites are equivalent, that restriction has probability \(x_\alpha\), the atomic fraction, up to terms of order \(1/N\):

\[
\sum_s e^{-\beta E(\alpha,s)}=x_\alpha Z_0(N_\alpha+1).
\]

Let \(\langle\cdots\rangle_\alpha\) be the equilibrium average over environments of \(\alpha\) atoms in the vacancy-free alloy. Then

\[
Z_1=x_\alpha Z_0(N_\alpha+1)\left\langle e^{-\beta[E(V,s)-E(\alpha,s)]}\right\rangle_\alpha .
\]

The chemical potential is the free energy of adding one atom together with its site, \(\mu_\alpha=F_0(N_\alpha+1)-F_0(N_\alpha)\), so \(Z_0(N_\alpha+1)/Z_0(N_\alpha)=e^{-\beta\mu_\alpha}\). Dividing by \(Z_0\) gives

\[
\boxed{x_V=x_\alpha\left\langle e^{-\beta\varepsilon_\alpha}\right\rangle_\alpha},\qquad
\varepsilon_\alpha(s)=E(V,s)-E(\alpha,s)+\mu_\alpha .
\]

This holds for each species separately. The sign of \(\mu_\alpha\) is positive because the removed atom is returned to the alloy.

## (c) Averaging over all atoms

**Question.** What results if \(e^{-\beta\varepsilon}\) is averaged over all atoms, whatever their species? How does the answer depend on whether \(\mu_\alpha\) contains the ideal mixing term \(k_BT\ln x_\alpha\)?

**Solution.** The all-atom average weights each species by \(x_\alpha\). By (b), each term of the sum equals \(x_V\), so

\[
\sum_\alpha x_\alpha\langle e^{-\beta\varepsilon_\alpha}\rangle_\alpha=n\,x_V .
\]

The average must be divided by \(n\). The reason is a count: one vacancy configuration \((V,s)\) can be reached from \(n\) parents, one for each species that could have occupied the site.

Now separate \(\mu_\alpha=\bar\mu_\alpha+k_BT\ln x_\alpha\), and let \(\bar\varepsilon_\alpha\) be the formation energy built with \(\bar\mu_\alpha\). Then \(e^{-\beta\varepsilon_\alpha}=e^{-\beta\bar\varepsilon_\alpha}/x_\alpha\), and (b) becomes

\[
x_V=\langle e^{-\beta\bar\varepsilon_\alpha}\rangle_\alpha .
\]

The prefactor has gone, and the all-atom average of \(e^{-\beta\bar\varepsilon}\) is \(\sum_\alpha x_\alpha x_V=x_V\), with no division. Combining \(\bar\varepsilon_\alpha\) with the prefactor \(x_\alpha\) would give \(x_\alpha x_V\), which is too small.

## (d) What the mean formation energy can tell

**Question.** Suppose that only the mean \(\langle\varepsilon_\alpha\rangle_\alpha\) is known. Does it determine \(x_V\), or bound it? What does the mean over environments of existing vacancies add?

**Solution.** The exponential is convex, so Jensen's inequality gives \(\langle e^{-\beta\varepsilon_\alpha}\rangle_\alpha\ge e^{-\beta\langle\varepsilon_\alpha\rangle_\alpha}\), and therefore

\[
x_V\ge x_\alpha e^{-\beta\langle\varepsilon_\alpha\rangle_\alpha}.
\]

Equality requires that \(\varepsilon_\alpha\) have no spread. The mean energy thus gives a lower bound. Two alloys with the same mean but different spreads can have different vacancy fractions.

For the second mean, compare the probability of \(s\) around a vacancy, \(P_V(s)\), with that around an \(\alpha\) atom, \(P_\alpha(s)\). These are proportional to \(e^{-\beta E(V,s)}\) and \(e^{-\beta E(\alpha,s)}\). Their ratio is proportional to \(e^{-\beta\varepsilon_\alpha(s)}\), and normalisation with (b) fixes the constant:

\[
P_V(s)=P_\alpha(s)\,e^{-\beta\varepsilon_\alpha(s)}\,\frac{x_\alpha}{x_V}.
\]

Multiplying by \(e^{\beta\varepsilon_\alpha}\) and summing over \(s\) gives \(\langle e^{\beta\varepsilon_\alpha}\rangle_V=x_\alpha/x_V\). Jensen's inequality now gives \(x_\alpha/x_V\ge e^{\beta\langle\varepsilon_\alpha\rangle_V}\). Together,

\[
\langle\varepsilon_\alpha\rangle_V\le k_BT\ln\frac{x_\alpha}{x_V}\le\langle\varepsilon_\alpha\rangle_\alpha .
\]

Vacancies favour environments where they are cheap. The plain mean gives those environments no extra weight.

## (e) A random alloy that can be solved

**Question.** Take a binary fcc alloy with nearest-neighbour bond energies \(e_{AA}\), \(e_{BB}\) and \(e_{AB}=(e_{AA}+e_{BB})/2\). A vacancy has bonds \(v_A\), \(v_B\) to its neighbours, which represent relaxation and the strengthening of back bonds. Find \(x_V\).

**Solution.** Each atom–atom bond energy is the sum of two halves, \(e_{AA}/2\) for an A end and \(e_{BB}/2\) for a B end. Every atom has 12 bonds, so the vacancy-free energy is \(6(e_{AA}N_A+e_{BB}N_B)\) for every arrangement. The equilibrium alloy is therefore random, with

\[
F_0=6(e_{AA}N_A+e_{BB}N_B)-k_BT\ln\frac{N!}{N_A!\,N_B!}.
\]

The derivative of the logarithm with respect to \(N_A\) is \(\ln N-\ln N_A=-\ln x_A\). Hence \(\mu_A=6e_{AA}+k_BT\ln x_A\) and \(\bar\mu_A=6e_{AA}\).

Remove an A atom with \(k\) B neighbours:

\[
\bar\varepsilon_A=(12-k)(v_A-e_{AA})+k(v_B-e_{AB})+6e_{AA}.
\]

Write \(6e_{AA}=(12-k)e_{AA}/2+k\,e_{AA}/2\) and insert \(e_{AB}\):

\[
\bar\varepsilon_A=(12-k)\left(v_A-\tfrac12e_{AA}\right)+k\left(v_B-\tfrac12e_{BB}\right).
\]

Removing a B atom exchanges the labels A and B, and \(k\) with \(12-k\), which leaves this expression unchanged. With the pure-crystal formation energies \(E_A=12v_A-6e_{AA}\) and \(E_B=12v_B-6e_{BB}\), either removal costs

\[
\varepsilon(k)=\frac{(12-k)E_A+kE_B}{12}.
\]

The bar is dropped from here to the end of (h). The neighbours are independent, so the binomial theorem gives

\[
x_V=\sum_{k=0}^{12}\binom{12}{k}x_A^{12-k}x_B^k e^{-\beta\varepsilon(k)}
=\left[x_Ae^{-\beta E_A/12}+x_Be^{-\beta E_B/12}\right]^{12}.
\]

For \(x_B\to0\) this is \(e^{-\beta E_A}\), the pure-crystal result. For \(E_A=E_B\) the environments no longer differ and the composition drops out.

## (f) Is the variance a sufficient correction?

**Question.** Expand \(g\) in the spread of \(\varepsilon\) to second order. Where must this expansion fail for \(E_B<E_A\)?

**Solution.** Let \(K(\beta)=\ln\langle e^{-\beta\varepsilon}\rangle\). Then \(K(0)=0\), \(K'(0)=-\langle\varepsilon\rangle\) and \(K''(0)=\sigma^2\), the variance. Since \(g=-K/\beta\),

\[
g=\langle\varepsilon\rangle-\frac{\beta\sigma^2}{2}+O(\beta^2).
\]

Each of the 12 neighbours contributes an independent variance \(x_Ax_B[(E_A-E_B)/12]^2\), so \(\sigma^2=x_Ax_B(E_A-E_B)^2/12\).

No environment costs less than \(E_B\), so \(\langle e^{-\beta\varepsilon}\rangle\le e^{-\beta E_B}\) and \(g\ge E_B\). The second-order form breaks this bound when \(\beta\sigma^2/2>\langle\varepsilon\rangle-E_B=x_A(E_A-E_B)\), that is, when

\[
k_BT<\frac{x_B(E_A-E_B)}{24}.
\]

At low temperature the B term in (e) dominates instead, and \(x_V\to x_B^{12}e^{-\beta E_B}\), or \(g\to E_B-12k_BT\ln x_B\). The logarithm is the entropy price of finding a site with 12 B neighbours.

## (g) The apparent formation energy and entropy

**Question.** An Arrhenius plot at fixed composition yields a slope and an intercept. What do they mean in the model of (e)?

**Solution.** Let \(p(k)\) be the binomial probability. Neither \(p\) nor \(\varepsilon\) depends on temperature here, so

\[
H\equiv-\frac{\partial\ln x_V}{\partial\beta}
=\frac{\sum_kp\,\varepsilon\,e^{-\beta\varepsilon}}{x_V}=\langle\varepsilon\rangle_V,
\qquad P_V(k)=\frac{p(k)e^{-\beta\varepsilon(k)}}{x_V}.
\]

A second differentiation gives

\[
\frac{\partial^2\ln x_V}{\partial\beta^2}=\langle\varepsilon^2\rangle_V-\langle\varepsilon\rangle_V^2\ge0 .
\]

The plot of \(\ln x_V\) against \(\beta\) is curved, and \(H\) falls on cooling. The tangent \(\ln x_V=-\beta H+S/k_B\) defines an apparent entropy \(S\). From \(\ln(P_V/p)=-\beta\varepsilon-\ln x_V\), averaged over \(P_V\),

\[
\frac{S}{k_B}=\ln x_V+\beta H=-\sum_kP_V\ln\frac{P_V}{p}\le0 .
\]

The sum is a relative entropy, which is never negative. It measures how far the surroundings of a vacancy are from random. Vibrations, absent from this model, would add their own entropy.

The Boltzmann factor in \(P_V\) is a product over neighbours, so each neighbour of a vacancy is independently B with probability

\[
y_B=\frac{x_Be^{-\beta E_B/12}}{x_Ae^{-\beta E_A/12}+x_Be^{-\beta E_B/12}},
\qquad H=(1-y_B)E_A+y_BE_B .
\]

In an alloy with short-range order, \(p\) and \(\mu_\alpha\) also change with temperature, and this simple form of \(H\) need not hold.

## (h) Numbers, and the number of sites needed

**Question.** Take the round parameters \(e_{AA}=-0.70\), \(e_{BB}=-0.50\), \(v_A=-0.20\), \(v_B=-0.175\) eV and \(x_A=x_B=1/2\). Evaluate the vacancy fraction, and find how many independently sampled sites fix it to a standard error of 10 %.

**Solution.** The pure-crystal energies are \(E_A=-2.4+4.2=1.8\) eV and \(E_B=-2.1+3.0=0.9\) eV. The mean is 1.35 eV and \(\sigma=\sqrt{0.25\times0.81/12}=0.13\) eV.

At equal composition, taking the mean exponential out of the bracket in (e) leaves

\[
x_V=e^{-\beta\langle\varepsilon\rangle}\cosh^{12}u,\qquad u=\frac{\beta(E_A-E_B)}{24}.
\]

At 1000 K, \(k_BT=0.0862\) eV and \(u=0.0375/0.0862=0.435\). The mean energy alone gives \(e^{-1.35/0.0862}=1.6\times10^{-7}\). The spread multiplies this by \(\cosh^{12}(0.435)=3.0\), so \(x_V=4.7\times10^{-7}\), or \(g=1.255\) eV (0.0461 hartree).

The same formulas at other temperatures give:

| \(T\) (K) | \(x_V\) | \(x_V/e^{-\beta\langle\varepsilon\rangle}\) | \(g\) (eV) | \(H\) (eV) |
|---|---|---|---|---|
| 600 | \(8.4\times10^{-11}\) | 18 | 1.199 | 1.071 |
| 1000 | \(4.7\times10^{-7}\) | 3.0 | 1.255 | 1.166 |
| 1400 | \(2.4\times10^{-5}\) | 1.8 | 1.281 | 1.214 |

The second-order form gives 1.187 eV at 600 K and 1.252 eV at 1000 K, close to \(g\). Equal composition helps here: the distribution of \(\varepsilon\) is then symmetric about its mean, so the next term of the expansion, of order \(\beta^2\), vanishes. At 200 K, a formal limit in which a real alloy would hardly equilibrate, the second-order form gives 0.860 eV. That is below the cheapest environment, 0.9 eV, as (f) requires for \(k_BT<0.5\times0.9/24=0.019\) eV. The true value is 1.041 eV.

At 1000 K a neighbour of a vacancy is B with probability 0.70 instead of 0.50, and \(S=-1.0\,k_B\). At 600 K the values are 0.81 and \(-2.5\,k_B\). Sites with eight or more B neighbours are 19 % of all sites, but they hold 74 % of the vacancies at 1000 K and 94 % at 600 K.

For the sampling error, let \(w=e^{-\beta\varepsilon}\). The mean of \(w\) over \(M\) independent sites has variance \((\langle w^2\rangle-\langle w\rangle^2)/M\), so its squared relative error is \((\langle w^2\rangle/\langle w\rangle^2-1)/M\). Doubling \(\beta\) in \(x_V\) gives \(\langle w^2\rangle\), hence

\[
\frac{\langle w^2\rangle}{\langle w\rangle^2}=\left[\frac{\cosh2u}{\cosh^2u}\right]^{12}=\left[1+\tanh^2u\right]^{12}.
\]

At 1000 K this is about 6.4, and \(M=5.4/0.01\), about 540 sites. At 600 K about 4900 are needed. Nearby sites in one supercell share neighbours and are not independent. In this model sampling can be avoided: once \(\varepsilon(k)\) is known, the average is a sum over 13 values of \(k\).

## (i) Short-range order

**Question.** An infinite chain has nearest-neighbour bonds \(e_{AA}=-1.00\), \(e_{AB}=-0.95\), \(e_{BB}=-0.80\) eV and atom–vacancy bonds \(e_{VA}=-0.10\), \(e_{VB}=-0.15\) eV. Adjacent vacancies are excluded. For \(x_A=0.6\) and 600 K, compare the removal formula with a direct calculation. May random environments be used?

**Solution.** Since \(2e_{AB}<e_{AA}+e_{BB}\), unlike neighbours are favoured. With \(\mu_V=0\), define the symmetric matrix

\[
T_{ij}=\exp\left\{-\beta\left[e_{ij}-\tfrac12(\mu_i+\mu_j)\right]\right\},\qquad T_{VV}=0 .
\]

A long ring of \(M\) sites has grand partition function \(\lambda^M\), where \(\lambda\) is the largest eigenvalue. The grand potential per site, \(-k_BT\ln\lambda\), is the free-energy cost of adding a site at fixed atom numbers. Zero pressure therefore means \(\lambda=1\). If \(\mathbf u\) is the normalised eigenvector, a site is in state \(i\) with probability \(u_i^2\), and its neighbour is then in state \(j\) with probability \(P(j|i)=T_{ij}u_j/(\lambda u_i)\).

For the direct result, \(\mu_A\) and \(\mu_B\) are found numerically so that the three-state matrix has \(\lambda=1\) and A makes up 0.6 of the atoms. This gives \(x_V=u_V^2=4.894\times10^{-6}\).

For the removal formula, the two-state matrix without vacancies is solved under the same conditions. It gives \(\mu_A=-1.043\) eV, \(\mu_B=-0.896\) eV, \(P(B|A)=0.562\) and \(P(B|B)=0.157\). These are full chemical potentials, so the prefactor \(x_\alpha\) stays. Once the central atom is given, its two neighbours are independent:

\[
x_V=x_\alpha e^{-\beta\mu_\alpha}\left[\sum_{j=A,B}P(j|\alpha)e^{-\beta(e_{Vj}-e_{\alpha j})}\right]^2 .
\]

For \(\alpha=A\) the bond costs are 0.90 eV beside A and 0.80 eV beside B. With \(k_BT=0.0517\) eV the bracket is \(1.19\times10^{-7}\), and

\[
x_V\approx0.6\,e^{20.17}\,(1.19\times10^{-7})^2\approx4.9\times10^{-6}.
\]

Removing B gives the same value. Both differ from the direct result by about \(3\times10^{-5}\) of it, about \(5.5\,x_V\), the order of the terms neglected in (a). About nine tenths of this difference comes from the shift of \(\mu_A-\mu_B\): the vacancies prefer B neighbours while the composition is held fixed. The all-atom average is 2.00 times the direct value, as (c) requires for two species.

The mean energies \(\langle\varepsilon_\alpha\rangle_\alpha\) give \(2.3\times10^{-6}\) from A and \(2.4\times10^{-7}\) from B. These are low by factors of about 2 and 21, and they disagree about a single physical quantity.

Random environments replace \(P(j|\alpha)\) by \(x_j\). With the same chemical potentials, the result is 0.61 times the direct value for A and 5.6 times for B. The signs of the errors follow from the bonds. An A atom really has more B neighbours than the random 0.40, and those are its cheaper sites for a vacancy, so randomness underestimates \(x_V\). A B atom has fewer B neighbours than 0.40, and its costs are 0.65 eV beside B and 0.85 eV beside A, so randomness overestimates \(x_V\).

Averaging exponentials is therefore not sufficient by itself. The environments must carry their equilibrium probabilities around the removed species, and the chemical potentials must belong to the same equilibrium alloy. An alloy whose atomic arrangement is frozen in from another temperature lies outside this derivation. So does a strongly ordered alloy near stoichiometry once its vacancies are no rarer than the ordering defects of the vacancy-free alloy, because the vacancies then help set the chemical potentials. For the chain at 600 K with \(x_A=1/2\), \(e_{AA}=e_{BB}=-0.2\), \(e_{AB}=-1.0\), \(e_{VA}=-0.25\) and \(e_{VB}=0.10\) eV, the direct result is \(x_V=1.8\times10^{-6}\), and the removal formula is about 17.5 times larger.
